# Dipole magnetic form factor of 4f ions and its evaluation

## Result

A 4f ion in a level with quantum numbers $L,S,J$ and Landé factor $g$ has, in the dipole approximation, the magnetic form factor

$$f(Q)=\langle j_0\rangle+C\langle j_2\rangle,\qquad C=\frac{2}{g}-1, \tag{1}$$

$$\langle j_K\rangle=\int_0^\infty r^2R(r)^2\,j_K(Qr)\,dr,\qquad \int_0^\infty r^2R^2\,dr=1. \tag{2}$$

Here $R$ is the 4f radial function, $j_K$ a spherical Bessel function and $\mathbf Q$ the wavevector transfer. Within the level, the part of the magnetization perpendicular to $\mathbf Q$ has the Fourier component

$$\mathbf M_\perp(\mathbf Q)=-g\mu_B f(Q)\,\mathbf J_\perp,\qquad \mathbf J_\perp=\hat{\mathbf Q}\times(\mathbf J\times\hat{\mathbf Q}). \tag{3}$$

The assumptions are a pure $LSJ$ level with $J>0$, one radial function for all 4f electrons, spin $g$-factor 2 and a nonrelativistic current. The approximation keeps the spherical part of the spin density and the rank-one part of the orbital current. It gives $f(0)=1$, but its $Q^2$ term is in general incomplete. The missing rank-one term is derived below.

## The amplitude

Atomic units are used in the algebra: $\hbar=m_e=e=1$, the electron charge is $-1$, and a current $\mathbf j$ has moment $\frac12\int\mathbf r\times\mathbf j\,d^3r$, so that $\mu_B=\frac12$. Fourier components are $X(\mathbf Q)=\int e^{i\mathbf Q\cdot\mathbf r}X(\mathbf r)\,d^3r$. Integration by parts then turns $\nabla$ into $-i\mathbf Q$.

The neutron moment couples to the magnetic field of the electrons. This field is divergence-free, so its Fourier component is proportional to $\mathbf M_\perp$. Define $\mathbf F_\perp$ by $\mathbf M_\perp=-2\mu_B\mathbf F_\perp=-\mathbf F_\perp$. The spin magnetization is $-2\mu_B\mathbf s$ per electron and contributes $\sum e^{i\mathbf Q\cdot\mathbf r}\,\hat{\mathbf Q}\times(\mathbf s\times\hat{\mathbf Q})$ to $\mathbf F_\perp$.

For the orbital part, $\mathbf j=\nabla\times\mathbf M$ becomes $\mathbf j(\mathbf Q)=-iQ\,\hat{\mathbf Q}\times\mathbf M$. Since $\hat{\mathbf Q}\times(\hat{\mathbf Q}\times\mathbf M)=-\mathbf M_\perp$,

$$\hat{\mathbf Q}\times\mathbf j=iQ\,\mathbf M_\perp,\qquad \mathbf F_\perp^{\rm orb}=-\mathbf M_\perp=\frac{i}{Q}\,\hat{\mathbf Q}\times\mathbf j(\mathbf Q). \tag{4}$$

The current operator is $\mathbf j(\mathbf Q)=-\frac12\sum(\mathbf p\,e^{i\mathbf Q\cdot\mathbf r}+e^{i\mathbf Q\cdot\mathbf r}\mathbf p)$. The commutator $[\mathbf p,e^{i\mathbf Q\cdot\mathbf r}]=\mathbf Q\,e^{i\mathbf Q\cdot\mathbf r}$ is parallel to $\mathbf Q$ and drops out of the cross product. Hence $\hat{\mathbf Q}\times\mathbf j=\sum e^{i\mathbf Q\cdot\mathbf r}\,\mathbf p\times\hat{\mathbf Q}$, and

$$\mathbf F_\perp=\sum e^{i\mathbf Q\cdot\mathbf r}\Big[\hat{\mathbf Q}\times(\mathbf s\times\hat{\mathbf Q})+\frac{i}{Q}\,\mathbf p\times\hat{\mathbf Q}\Big]. \tag{5}$$

## Spin part

Expand the plane wave:

$$e^{i\mathbf Q\cdot\mathbf r}=\sum_K i^K(2K+1)\,j_K(Qr)\,P_K(\hat{\mathbf Q}\cdot\hat{\mathbf r}). \tag{6}$$

Products of two $l=3$ functions have even parity and contain harmonics up to order 6, so $K=0,2,4,6$ contribute. The term $K=0$ has no angular dependence. Its matrix element is $\langle j_0\rangle$ for every electron, and it gives $\langle j_0\rangle\mathbf S_\perp$. The dipole approximation drops the other terms, which come from the aspherical spin density.

## Orbital part

Take two orbitals $\psi=RY$ and $\psi'=RY'$, with the same real $R$ and any $l=3$ angular functions. The matrix element of the electric current density is

$$\mathbf j(\mathbf r)=-\frac{1}{2i}\big(\psi^*\nabla\psi'-\psi'\nabla\psi^*\big). \tag{7}$$

Its radial component is proportional to $R\,R'(r)\,(Y^*Y'-Y'Y^*)=0$, where $R'(r)=dR/dr$. Its divergence is proportional to $\psi^*\nabla^2\psi'-\psi'\nabla^2\psi^*$. This also vanishes, because $\nabla^2$ multiplies both orbitals by the same function of $r$. The current is therefore tangential and divergence-free on each sphere, and can be written $\mathbf r\times\nabla\chi$.

The current is odd under $\mathbf r\to-\mathbf r$, while $\mathbf r\times\nabla$ is even. So $\chi$ contains odd ranks, and within an $l=3$ shell these are 1, 3 and 5. For rank one, $\chi$ is linear in $\hat{\mathbf r}$ on each sphere, and the current is a rigid rotation $\boldsymbol\omega(r)\times\mathbf r$. Different shells may rotate at different rates.

The angular momentum of the shell fixes $\boldsymbol\omega$. With $\mathbf l=-i\,\mathbf r\times\nabla$, equation (7) gives

$$\int d\Omega\,\mathbf r\times\mathbf j=-\frac12\int d\Omega\,\big[\psi^*\mathbf l\psi'+(\mathbf l\psi)^*\psi'\big]=-\int d\Omega\,\psi^*\mathbf l\,\psi', \tag{8}$$

because $\mathbf l$ is Hermitian on the sphere. Summed over electrons, the right side is $-R^2\mathbf L$. Ranks 3 and 5 do not contribute on the left: there $\mathbf r\times(\mathbf r\times\nabla\chi)$ is $-r^2$ times the tangential gradient of $\chi$, and integrating this gradient by parts over the sphere leaves the overlap of $\chi$ with $\hat{\mathbf r}$, which is rank one. For the rigid rotation,

$$\int d\Omega\,\mathbf r\times(\boldsymbol\omega\times\mathbf r)=\int d\Omega\,\big[r^2\boldsymbol\omega-\mathbf r(\mathbf r\cdot\boldsymbol\omega)\big]=r^2\boldsymbol\omega\Big(4\pi-\frac{4\pi}{3}\Big)=\frac{8\pi}{3}r^2\boldsymbol\omega,$$

$$\boldsymbol\omega(r)=-\frac{3R^2}{8\pi r^2}\,\mathbf L. \tag{9}$$

The $K=1$ term of (6) and $\int d\Omega\,\hat r_a\hat r_b=\frac{4\pi}{3}\delta_{ab}$ give $\int d\Omega\,e^{i\mathbf Q\cdot\mathbf r}\,\mathbf r=4\pi i\,r\,j_1(Qr)\,\hat{\mathbf Q}$. Therefore

$$\mathbf j(\mathbf Q)=\int_0^\infty r^2dr\;\boldsymbol\omega\times\hat{\mathbf Q}\,4\pi i\,r\,j_1(Qr)=-\frac{3iQ}{2}\Big\langle\frac{j_1(Qr)}{Qr}\Big\rangle\mathbf L\times\hat{\mathbf Q}. \tag{10}$$

The recurrence $3j_1(x)/x=j_0(x)+j_2(x)$ turns this into $-\frac{iQ}{2}(\langle j_0\rangle+\langle j_2\rangle)\,\mathbf L\times\hat{\mathbf Q}$. Inserting it in (4), with $i\cdot(-i)=1$, gives

$$\mathbf F_\perp^{\rm orb}=\tfrac12\big(\langle j_0\rangle+\langle j_2\rangle\big)\mathbf L_\perp. \tag{11}$$

This is the whole rank-one orbital part. Since $j_0+j_2$ falls more slowly than $j_0$ at small $Q$, the orbital moment has the wider form factor there.

## Projection onto the level

Within one $J$ level every vector operator is proportional to $\mathbf J$. The factor for $\mathbf S$ is $\mathbf S\cdot\mathbf J/[J(J+1)]$. Squaring $\mathbf L=\mathbf J-\mathbf S$ gives

$$\mathbf S\to(g-1)\mathbf J,\qquad g=1+\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)}, \tag{12}$$

and $\mathbf L=\mathbf J-\mathbf S\to(2-g)\mathbf J$. The sum of the two parts is

$$\mathbf F_\perp=\Big[(g-1)\langle j_0\rangle+\frac{2-g}{2}\big(\langle j_0\rangle+\langle j_2\rangle\big)\Big]\mathbf J_\perp=\frac12\big[g\langle j_0\rangle+(2-g)\langle j_2\rangle\big]\mathbf J_\perp.$$

Dividing by $g/2$, the value of the bracket at $Q=0$ including its factor, yields (1).

For $J=0$ there is no moment within the level, and $f$ is undefined. For $4f^7$, $L=0$ and $g=2$, so $f=\langle j_0\rangle$. There the seven parallel spins fill all orbitals once, the spin density is spherical, and no correction arises within the pure level.

## The missing rank-one term

The $K=2$ spin term in (6) is $-5j_2P_2\,\mathbf s$. It also contains a rank-one operator, of the same order as the retained $\langle j_2\rangle$. To isolate it, average $\mathbf F_\perp$ over the directions of $\mathbf Q$ with the ion fixed. The average is a vector operator, so higher ranks vanish, while a rank-one term $A\mathbf J_\perp$ becomes $\frac23A\mathbf J$.

The average of $\hat Q_a\hat Q_bP_2(\hat{\mathbf Q}\cdot\hat{\mathbf r})$ is symmetric and traceless, hence $\alpha(\hat r_a\hat r_b-\delta_{ab}/3)$. Contraction with $\hat r_a\hat r_b$ gives $\frac23\alpha=\overline{x^2P_2(x)}=\frac12(\frac35-\frac13)=\frac2{15}$, so $\alpha=\frac15$. Since $P_2$ itself averages to zero,

$$\overline{-5\langle j_2\rangle P_2\,\big[\mathbf s-\hat{\mathbf Q}(\hat{\mathbf Q}\cdot\mathbf s)\big]}=\langle j_2\rangle\Big[\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf s)-\frac{\mathbf s}{3}\Big]. \tag{13}$$

The terms $K=4,6$ average to zero, because $\hat Q_a\hat Q_b$ contains no harmonics above order 2. Write $\sum[\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf s)-\mathbf s/3]\to\tau\mathbf J$. Then $A$ gains $\frac32\tau\langle j_2\rangle$, and division by $g/2$ gives the full rank-one coefficient of $\langle j_2\rangle$:

$$C_1=\frac{2-g+3\tau}{g}. \tag{14}$$

**Evaluating $\tau$.** Within a Hund $LS$ term with $L>0$, the Wigner–Eckart theorem allows the replacement

$$\sum\Big(\hat r_a\hat r_b-\frac{\delta_{ab}}3\Big)s_d\to c\,q_{ab}S_d,\qquad q_{ab}=\tfrac12(L_aL_b+L_bL_a)-\tfrac13\delta_{ab}\lambda,$$

with $\lambda=L(L+1)$. The constant $c$ follows from the determinant with $M_L=L$, $M_S=S$. For $l=3$, the two components of $\hat r_zY_{3m}$, with $l=2$ and $l=4$, give

$$\langle\hat r_z^2\rangle=\frac{9-m^2}{35}+\frac{16-m^2}{63}=\frac{23-2m^2}{45}.$$

Subtracting $\frac13$ and multiplying by $s_z=\pm\frac12$ gives $\pm(4-m^2)/45$. On the other side, $q_{zz}=L^2-\lambda/3=L(2L-1)/3$, so

$$c=\frac{3}{S\,L(2L-1)}\sum_{\rm occ}\pm\frac{4-m^2}{45}, \tag{15}$$

with the upper sign for spin up.

Let $V_a=q_{ab}S_b$, $\sigma=S(S+1)$ and $X=\mathbf L\cdot\mathbf S=\frac12[J(J+1)-\lambda-\sigma]$. Repeated indices are summed. The commutator $L_bL_a=L_aL_b-i\epsilon_{abd}L_d$ gives $L_aL_bL_a=(\lambda-1)L_b$, so

$$\mathbf L\cdot\mathbf V=\Big[\tfrac12(2\lambda-1)-\tfrac13\lambda\Big]X=\Big(\tfrac23\lambda-\tfrac12\Big)X.$$

The same commutator and $\mathbf S\times\mathbf S=i\mathbf S$ give $L_bL_aS_aS_b=X^2+X$, while $L_aL_bS_aS_b=X^2$. Thus $\mathbf S\cdot\mathbf V=X^2+\frac12X-\frac13\lambda\sigma$. Adding the two products, and using $c\,\mathbf J\cdot\mathbf V=\tau J(J+1)$,

$$\tau=\frac{c}{J(J+1)}\Big[X^2+\tfrac23\lambda X-\tfrac13\lambda\sigma\Big]. \tag{16}$$

For $4f^1$, $J=\frac52$: $\lambda=12$, $\sigma=\frac34$, $X=-2$ and $c=-\frac2{45}$. The bracket is $4-16-3=-15$, so $\tau=\frac23\big/\frac{35}4=\frac8{105}$. With $g=\frac67$, equation (14) gives $C_1=\frac85$, against $C=\frac43$.

Equations (1), (12) and (14)–(16) give for the Hund levels with $J>0$ (for $n=7$, $\tau=0$):

| $n$ | $J$ | $g$ | $C$ | $C_1$ |
|---|---|---|---|---|
| 1 | 5/2 | 0.857 | 1.333 | 1.600 |
| 2 | 4 | 0.800 | 1.500 | 1.644 |
| 3 | 9/2 | 0.727 | 1.750 | 1.803 |
| 4 | 4 | 0.600 | 2.333 | 2.263 |
| 5 | 5/2 | 0.286 | 6.000 | 5.422 |
| 7 | 7/2 | 2.000 | 0 | 0 |
| 8 | 6 | 1.500 | 0.333 | 0.370 |
| 9 | 15/2 | 1.333 | 0.500 | 0.533 |
| 10 | 8 | 1.250 | 0.600 | 0.613 |
| 11 | 15/2 | 1.200 | 0.667 | 0.652 |
| 12 | 6 | 1.167 | 0.714 | 0.667 |
| 13 | 7/2 | 1.143 | 0.750 | 0.667 |

## Small wavevectors

With $j_0(x)=1-x^2/6+\dots$ and $j_2(x)=x^2/15+\dots$, equation (1) becomes

$$f=1-\frac{Q^2\langle r^2\rangle}{6}\Big(1-\frac{2C}{5}\Big)+O(Q^4). \tag{17}$$

The dipole curve rises from $Q=0$ when $C>\frac52$, whatever the radial function. In the table this occurs for $4f^5$. There the orbital and doubled spin moments are $(2-g)\mathbf J=1.714\,\mathbf J$ and $2(g-1)\mathbf J=-1.429\,\mathbf J$, and they nearly cancel. The spin part falls faster with $Q$, so the cancellation weakens.

Equation (17) should not be used to extract $\langle r^2\rangle$ without an error estimate. Replacing $C$ by $C_1$ completes the rank-one part, but rank-three terms in general also start at order $Q^2$. They depend on the state within the level and on the direction of $\mathbf Q$. For $4f^1$ both the spin density and the current supply them. For the $L=5$ Hund terms ($n=2,5,9,12$) the rank-three current vanishes: its diagonal elements within $l=3$ are proportional to $m^3-7m$ and sum to zero over the occupied orbitals of the $M_L=L$ determinant. Only the spin density can then contribute at this order.

## Radial averages in closed form

For $R\propto r^3e^{-\zeta r}$ let $a=2\zeta$. The normalized density is $r^2R^2=(a^9/8!)\,r^8e^{-ar}$. Put $t=Q/a=\tan\theta$. Then $a-iQ=(a/\cos\theta)e^{-i\theta}$, and

$$\int_0^\infty r^n e^{-ar}e^{iQr}dr=\frac{n!}{(a-iQ)^{n+1}}=n!\Big(\frac{\cos\theta}{a}\Big)^{n+1}e^{i(n+1)\theta}. \tag{18}$$

The function $j_0(x)=\sin x/x$ needs the imaginary part at $n=7$, with prefactor $7!/8!=\frac18$:

$$\langle j_0\rangle=\frac{\cos^8\theta\,\sin8\theta}{8t}. \tag{19}$$

The function $j_2(x)=3\sin x/x^3-3\cos x/x^2-\sin x/x$ needs $n=5,6,7$, with prefactors $3\cdot5!/8!=\frac1{112}$, $3\cdot6!/8!=\frac3{56}$ and $\frac18$:

$$\langle j_2\rangle=\frac{\cos^6\theta\,\sin6\theta}{112\,t^3}-\frac{3\cos^7\theta\,\cos7\theta}{56\,t^2}-\frac{\cos^8\theta\,\sin8\theta}{8t}. \tag{20}$$

At small $t$ the first two terms of (20) grow as $t^{-2}$ while their sum with the third vanishes as $t^2$. The relative rounding error therefore grows as $t^{-4}$. Near $t=0$ use $\langle j_2\rangle\approx Q^2\langle r^2\rangle/15=6t^2$, where $\langle r^2\rangle=(10!/8!)/a^2=90/a^2$; at $Q=0$ set $\langle j_0\rangle=1$ and $\langle j_2\rangle=0$.

For a sum $R\propto\sum_i b_iN_ir^3e^{-\zeta_ir}$ of normalized functions, $N_i=[(2\zeta_i)^9/8!]^{1/2}$. Each pair has $a_{ij}=\zeta_i+\zeta_j$ and, since $\int_0^\infty r^8e^{-ar}dr=8!/a^9$, the weight

$$w_{ij}=b_ib_j\Big(\frac{2\sqrt{\zeta_i\zeta_j}}{\zeta_i+\zeta_j}\Big)^9,\qquad \langle j_K\rangle=\frac{\sum_{ij}w_{ij}\langle j_K\rangle_{a_{ij}}}{\sum_{ij}w_{ij}}. \tag{21}$$

A tabulated radial function is inserted directly in (2).

## Worked example

Take a model 4f ion with $\zeta=10$ Å⁻¹, so $\langle r^2\rangle=90/20^2=0.225$ Å². The same $R$ is used for every $n$ to isolate the effect of $g$; the contraction of the 4f shell along the row is left out. Equations (19), (20) and (1) give:

| $Q$ (Å⁻¹) | $\langle j_0\rangle$ | $\langle j_2\rangle$ | $f$, $4f^1$ | $f$, $4f^5$ | $f$, $4f^9$ |
|---|---|---|---|---|---|
| 2 | 0.859 | 0.055 | 0.932 | 1.187 | 0.887 |
| 4 | 0.534 | 0.165 | 0.755 | 1.527 | 0.617 |
| 6 | 0.214 | 0.237 | 0.529 | 1.634 | 0.332 |
| 8 | 0.017 | 0.228 | 0.320 | 1.383 | 0.131 |
| 10 | −0.055 | 0.166 | 0.166 | 0.938 | 0.028 |

At $Q=6$ Å⁻¹ the $4f^1$ entry is $0.2138+1.3333\times0.2367=0.529$. A numerical root search puts its half height at $Q=6.26$ Å⁻¹ (3.31 bohr⁻¹).

Numerical maximization for $4f^5$ gives a peak $f=1.64$ at $Q=5.58$ Å⁻¹ (2.95 bohr⁻¹). With $C_1$ in place of $C$ the peak is 1.51 at 5.42 Å⁻¹.

**Radial shape.** Two exponents in the ratio 1:2 with equal coefficients $b_i$, scaled to the same $\langle r^2\rangle$, are 7.47 and 14.94 Å⁻¹. For $4f^1$ they change $f$ from 0.932 to 0.933 at $Q=2$ Å⁻¹, but from 0.166 to 0.242 at 10 Å⁻¹. Equal $\langle r^2\rangle$ fixes the $Q^2$ term of (17), not the higher moments.

**Size of the neglected terms.** For $4f^1$ in the state $J=M=\frac52$, with $\mathbf Q$ perpendicular to the moment, the amplitude (5) was integrated numerically in three dimensions, using the spinor $-\sqrt{1/7}\,Y_{32}\!\uparrow+\sqrt{6/7}\,Y_{33}\!\downarrow$. The column "complete" is $2F_{\perp,z}/(gJ)$ and includes all ranks; "rank one" uses $C_1$.

| $Q$ (Å⁻¹) | dipole | rank one | complete |
|---|---|---|---|
| 2 | 0.932 | 0.947 | 0.941 |
| 4 | 0.755 | 0.799 | 0.778 |
| 6 | 0.529 | 0.592 | 0.553 |
| 8 | 0.320 | 0.381 | 0.328 |
| 10 | 0.166 | 0.210 | 0.155 |

Relative to the complete value, the dipole result is 4% low at 6 Å⁻¹ and 7% high at 10 Å⁻¹. Adding the missing rank-one term alone overshoots at every listed $Q$, because ranks 3 and 5 together are negative for this state and direction. At 2 and 4 Å⁻¹ the rank-one value is the closer of the two to the complete one (absolute errors 0.006 against 0.009, and 0.021 against 0.023). At 6, 8 and 10 Å⁻¹ the dipole value is closer (0.023 against 0.040, 0.008 against 0.053, 0.011 against 0.055). This ranking belongs to the state and geometry chosen. When such differences matter, all ranks of (5) must be evaluated for the actual crystal-field state. "Complete" refers to (5) with this model $R$; $J$ mixing, relativistic corrections and changes of the orbital in a solid remain outside it.

All numerical values are calculated from the stated model.
